Deformation potentials of the Γ and K optical phonons in graphene

**Problem**

The π electrons of graphene hop between nearest neighbours with amplitude −t(b), where t depends on the bond length b alone. Let η = dt/db at equilibrium. A phonon of wavevector q displaces the atom of sublattice s at r by

u_s(r) = e_s exp(iq·r),  |e_A|² + |e_B|² = 1.

Let D_ij be the matrix element, per unit amplitude, of the first-order change of the Hamiltonian between the state K in band j and the state K+q in band i. K is a Dirac point, and i and j run over the two π bands. Define

⟨D²⟩ = (1/4) Σ_ij |D_ij|².

(a) Find ⟨D²⟩ for one E2g mode at Γ and for the A1' mode at K, and show that the second is twice the first.
(b) Where does the factor of two come from, if the squared stretches of the three bonds have the same sum in both modes?
(c) Put in numbers, taking t and η from the π bond of C2H4.

The algebra is in atomic units; numbers are in eV and Å.

**Hints**

1. Only the stretch of a bond matters to first order. Write it for each of the three bonds of an A atom.
2. Σ_ij |D_ij|² is the sum of squares of a 2×2 matrix, so it can be computed in the sublattice basis.
3. The phases exp(iK·δ_j) are the three cube roots of unity. The square of each is its complex conjugate.
4. At K, first find which displacement pattern couples at all. Then ask how it behaves under the symmetries that leave K in place.

**Solution**

*Geometry.* The bonds from an A atom to its B neighbours are δ_j = b d_j, with unit vectors

d₁ = (0, 1), d₂ = (√3/2, −1/2), d₃ = (−√3/2, −1/2).

With K = (4π/(3√3 b), 0), the phases c_j = exp(iK·δ_j) are

c₁ = 1, c₂ = ω, c₃ = ω*, where ω = exp(2πi/3).

Hence c_j² = c_j* and Σ_j c_j = 0. One vector will carry all the results:

v = Σ_j c_j d_j.

Its x component is (√3/2)(ω − ω*) = 3i/2, and its y component is 1 − (ω + ω*)/2 = 3/2. Thus

v = (3/2)(i, 1), v·v = 0, v*·v = 9/2.

*Matrix elements.* To first order, the bond j of the A atom at r lengthens by d_j·[u_B(r+δ_j) − u_A(r)] = s_j exp(iq·r), with

s_j = d_j·(e_B exp(iq·δ_j) − e_A).

Its hopping amplitude −t changes by −η s_j exp(iq·r). Use Bloch states with amplitude exp(ik·r)/√N on the N atoms of one sublattice. An electron that hops from B at r+δ_j to A at r contributes the phase exp[−i(k+q)·r] exp(iq·r) exp[ik·(r+δ_j)] = exp(ik·δ_j). The sum over cells cancels 1/N, so

M_AB = −η Σ_j exp(ik·δ_j) s_j.

The reverse hop, from A at r to B at r+δ_j, has the phase exp[−i(k+q)·(r+δ_j)] exp(iq·r) exp(ik·r), so

M_BA = −η Σ_j exp[−i(k+q)·δ_j] s_j.

Nearest-neighbour hopping gives M_AA = M_BB = 0. A change to band states multiplies M by unitary matrices on both sides, which leaves the sum of squares unchanged. Therefore

⟨D²⟩ = (|M_AB|² + |M_BA|²)/4.

*Γ mode.* Here q = 0 and k = K. In an optical mode the equal masses move oppositely: e_A = n/√2 and e_B = −n/√2, with n = (cos φ, sin φ). Then s_j = −√2 d_j·n, and

M_AB = √2 η v·n, M_BA = √2 η v*·n.

Since v·n = (3/2)(i cos φ + sin φ) = (3i/2) exp(−iφ), both elements have modulus 3|η|/√2. This gives

⟨D²⟩_Γ = (1/4)(9/2 + 9/2) η² = (9/4) η².

The direction φ has dropped out, so each of the two degenerate E2g partners has this value.

*K mode: which pattern couples.* Now q = k = K. The final state is at 2K, which is equivalent to the other Dirac point, −K, because 3K is a reciprocal lattice vector. With s_j = d_j·(e_B c_j − e_A),

M_AB = −η Σ_j (c_j² d_j·e_B − c_j d_j·e_A) = −η (v*·e_B − v·e_A).

In M_BA the phase is exp(−2iK·δ_j) = (c_j*)² = c_j, the same as in M_AB. Hence M_BA = M_AB.

The bracket is the scalar product of the pattern (e_A, e_B) with the fixed vector (−v*, v), whose squared length is 9/2 + 9/2 = 9. Every pattern orthogonal to that vector decouples. The normalized pattern that couples is

e_A = −v*/3, e_B = v/3,

and for it v*·e_B − v·e_A = 3/2 + 3/2 = 3.

*K mode: why this pattern is A1'.* Put the origin at the centre of a hexagon. Its A atoms lie at δ_j and its B atoms at −δ_j.

A rotation by −120° carries δ₁ to δ₂, δ₂ to δ₃ and δ₃ to δ₁. The A displacements e_A c_j are carried into one another if the rotated e_A equals ω e_A. This fixes e_A, up to a factor, as (−i, 1), which is the direction of v*. For the B atoms, with displacements e_B c_j*, the factor is ω*, and e_B must be along (i, 1), the direction of v.

The reflection y → −y leaves K in place and exchanges A with B. It carries e_A = −(−i, 1)/2 at δ₁ into (i, 1)/2 at −δ₁, which is e_B. This fixes the relative factor of the two sublattices.

The pattern is thus the one in-plane pattern at K that is invariant under all these operations, which is the meaning of A1'. Force constants share the symmetry of the lattice and cannot mix it with the others. It is a normal mode whatever their values.

Its elements have |M_AB| = |M_BA| = 3|η|, and so

⟨D²⟩_K = (1/4)(9 + 9) η² = (9/2) η² = 2 ⟨D²⟩_Γ.

This compares one mode with one mode. The two E2g partners together have the same ⟨D²⟩ as the single A1' mode.

*(b) Origin of the factor.* At Γ, Σ_j s_j² = 2 Σ_j (d_j·n)² = 2 × 3/2 = 3. At K, use d_j·v = (3/2)c_j, which can be read off bond by bond. Then

s_j = (1/3)[(3/2)c_j² + (3/2)c_j*] = c_j*.

Each stretch has modulus 1, and the sum of squares is again 3. The difference lies in the phases. Resolve the three stretches into windings,

S_m = (1/√3) Σ_j c_j^m s_j, m = 0, 1, −1,

for which Σ_m |S_m|² = Σ_j |s_j|² = 3.

At Γ, S₀ vanishes because Σ_j d_j = 0, and the real stretches divide equally: |S₁|² = |S₋₁|² = 3/2. The element M_AB = −√3 η S₁ sees one half and M_BA = −√3 η S₋₁ the other. At K, all the weight is in S₁. Both elements contain S₁, because the phonon's momentum has changed the phase of the reverse hop. Each therefore sees the full 3 instead of 3/2.

*The same average from scattering on the Dirac circles.* Expand the Bloch Hamiltonian at K+p, with p at angle θ to the x axis. Its AB element is

−t Σ_j c_j (1 + ip·δ_j) = −itb p·v = (3/2)tb (p_x − ip_y).

The velocity is v_F = 3tb/2, and the upper-band state is (1, exp(iθ))/√2. At 2K+p' the phases c_j are replaced by c_j*. The AB element is then −v_F p' exp(iθ'), with upper state (1, −exp(−iθ'))/√2. Between upper-band states the couplings become

|D_Γ|² = (9/4) η² [1 − cos(θ + θ' − 2φ)],
|D_K|² = (9/2) η² [1 − cos(θ − θ')].

For independent directions θ and θ' the cosines average to zero, and 9η²/4 and 9η²/2 return. Individual processes need not have the ratio 2. For example, the K phonon does not scatter an electron within the upper band when θ' = θ, and it does so most strongly when the direction is reversed.

*(c) Numbers.* In C2H4 two p orbitals form one π bond. With hopping −t between two orthogonal orbitals the levels lie at ∓t about their mean, so t is half the π–π* splitting. The splitting was taken from Kohn–Sham levels in the local density approximation with the 6-31G* basis. The planar molecule had a C–C length of 1.42 Å, close to that of graphene, with C–H lengths of 1.09 Å and 120° angles held fixed. This gives t = 2.55 eV. Changing the C–C length by ∓0.02 Å gives 2.6366 and 2.4656 eV, so

η = (2.4656 − 2.6366)/0.04 ≈ −4.27 eV/Å.

Then

⟨D²⟩_Γ = 2.25 × 4.274² = 41.1 eV²/Å² (0.0155 in atomic units),
⟨D²⟩_K = 4.5 × 4.274² = 82.2 eV²/Å² (0.0311 in atomic units).

The cc-pVDZ basis gives η = −4.23 eV/Å, which lowers both values by about 2 percent. Diffuse functions matter more: the aug-cc-pVDZ basis gives η = −4.02 eV/Å and lowers both values by about 12 percent, to 36 and 73 eV²/Å². The larger aug-cc-pVTZ basis gives η = −4.04 eV/Å, t ≈ 2.46 eV, and 37 and 73 eV²/Å². The digits shown here are therefore not converged in the basis: the 6-31G* values of ⟨D²⟩ lie about 12 percent above the large-basis ones. The error of carrying a molecular hopping over to a sheet is not known from this calculation, but it cancels in the ratio as long as one η serves both modes.

As a test, atoms were displaced in an 18-atom cell along modes obtained from a spring model, and all hoppings were recomputed from the new bond lengths. This gave 41.102 eV²/Å² for both E2g modes and 82.203 eV²/Å² for A1', while the other K modes decoupled to within rounding. The full figures are in the numerical output.

The coupling energy that enters scattering rates also contains the vibration amplitude: g² = ⟨D²⟩/(2Mω), with M the carbon mass. For rough phonon energies of 0.20 eV at Γ and 0.16 eV at K,

g²_Γ = 41.1 × 8.71×10⁻⁴ = 0.036 eV²,
g²_K = 82.2 × 1.089×10⁻³ = 0.090 eV².

Their ratio is 2 × 0.20/0.16 = 2.5. The factor of two belongs to ⟨D²⟩, not to g².

*Small corrections.* For carriers 0.20 eV from the Dirac point, with q held at Γ or K, the ratio of the two averages of ⟨D²⟩ over the circle is 1.9986.

Zero-point motion also changes η slightly. A bond's squared stretch, summed over the four in-plane branches, is |d_j|² + |d_j|² = 2, because the modes form a complete set. If every branch had the energy 0.20 eV, the bond-length variance would be 2 × 8.71×10⁻⁴ = 1.74×10⁻³ Å². For hopping exponential in length, these stretches alone would raise the average slope by the factor exp[(η/t)² × variance/2], or 0.25 percent. Motion across the bond, in the plane and out of it, also lengthens the bond and lowers the slope by a similar amount. With every branch at 0.20 eV the two effects nearly cancel and leave −0.05 percent; with out-of-plane motion at 0.10 eV the net is about −0.2 percent. In this rough estimate the net change is thus a decrease of a few tenths of a percent.

**Variation 1: hopping of longer range**

*Let the hopping between any two atoms depend on the distance between them, and each site energy on the distances from that atom to the others. Does the ratio change?*

Let d now be any vector from an A atom to a B atom, d̂ its unit vector, c_d = exp(iK·d), and η_d the slope of the hopping at that distance. Each d is δ₁ plus a lattice vector, so c_d is still a cube root of unity and c_d² = c_d*. The vector v is replaced in the formulas by

W = Σ_d η_d c_d d̂, in place of ηv.

A rotation by −120° multiplies every c_d by ω, which forces W to be along (i, 1). The reflection x → −x turns c_d into c_d*, which makes W_x imaginary and W_y real. Hence W = η_eff v with real η_eff, and both results hold with η replaced by η_eff.

It remains to show that the new diagonal elements vanish.

- *Hopping within a sublattice.* At Γ such atoms move together and nothing changes. At K the lattice vectors a form triples related by 120° rotations. These share the phase exp(iK·a), and their directions sum to zero.
- *Site energies.* At Γ the directions to equidistant neighbours sum to zero. At K the same cancellation leaves, on A, a term proportional to v·e_B and, on B, one proportional to v*·e_A. With the A1' pattern these are proportional to v·v and v*·v*, which are zero.

The ratio is therefore 2 at first order for any range, provided each hopping depends only on the distance between its own two atoms. A hopping that also responds to other bonds breaks the ratio. Suppose it changes by βη times the stretch of each of the two parallel bonds across its hexagons. These stretch in phase with it at Γ and with phases ω and ω* at K, so the ratio becomes 2[(1 − β)/(1 + 2β)]², which is 1.49 for β = 0.05. The size of ⟨D²⟩ does change. Take t(r) = t exp[(η/t)(r − b)] out to 4.2 Å, and site energies equal to 0.3 times the summed hopping strengths. Displacing the atoms then gives 33.3 and 66.6 eV²/Å².

Most of the reduction comes from the third neighbours at −2δ_j. Their phase is c_j⁻² = c_j but their direction is −d_j, so they subtract from η. Their relative slope is exp(−1.676 × 1.42) = 0.093, and (1 − 0.093)² = 0.82. The computed reduction is 33.3/41.1 = 0.81.

**Variation 2: exchange between the electrons**

*Include the Coulomb exchange energy to first order. Which mode gains more?*

Near the Dirac point, filling the lower states adds to the Hamiltonian, apart from a constant,

Σ = (1/2) ∫ d²k/(2π)² V(k) sgn H(k), V(k) = 2π/(εk).

Here sgn H is +1 on upper and −1 on lower states, and ε is a screening factor. Add a small phonon coupling P to H₀, whose energies are ±v_F k. A part of P that anticommutes with H₀ changes sgn H by P/(v_F k), because (H₀+P)² differs from H₀² at second order alone. A part that commutes with H₀ does not change it.

- *Γ.* In each valley P and H₀ are both off-diagonal in the sublattices, so P acts like a shift of momentum, a vector potential. The component along k commutes and the one across k anticommutes. The angular average keeps one half.
- *K.* The coupling is proportional to σ_x (the matrix that exchanges A and B) and joins the valleys. From the two expansions found above, σ_x H_K σ_x = −H_2K at equal p. The whole of P anticommutes with H₀, like a mass.

With α = 1/(εv_F), the kept fraction f gives

δP = (1/2) ∫ (k dk/2π) (2π/εk) fP/(v_F k) = (fα/2) L P, L = ∫ dk/k.

The growth is αL/4 at Γ and αL/2 at K, so

ratio ≈ 2 [(1 + αL/2)/(1 + αL/4)]².

*Screening.* The static response of the four Dirac species (two spins, two valleys) is

Π(q) = 4 ∫ d²k/(2π)² (1 − cos ϑ)/[v_F(k + k')], k' = |k+q|,

where ϑ is the angle between k and k+q. Set k + k' = q cosh μ and k − k' = q cos ν. Then d²k = kk' dμ dν, and kk'(1 − cos ϑ) = [q² − (k − k')²]/2 = (q²/2) sin²ν. The integral over ν gives π, and ∫₀^∞ dμ/cosh μ = π/2. Hence Π = q/(4v_F) and

ε = 1 + (2π/q)Π = 1 + πα₀/2, with α₀ = 1/v_F.

*Numbers.* The example has v_F = 1.5 × 2.55 × 1.42 = 5.43 eV Å and α₀ = 2.65. This gives ε = 5.16 and α = 0.513. The upper cutoff is the energy at which two cones fill the Brillouin zone, 5.95 eV, and the lower one is 0.20 eV, so L = 3.39. The ratio becomes

2 × (1.87/1.43)² ≈ 3.4.

The screening used is that of the undoped sheet; carriers filling the cone to 0.20 eV screen further and lower the ratio to about 3.3. Since αL = 1.7 is not small, a first-order formula gives the direction and rough size of the effect, not a reliable value.

**The model beside real graphene**

The velocity of 5.4 eV Å lies somewhat below the roughly 6 to 7 eV Å of real graphene, and the bond length and phonon energies are rough typical values. Among the effects estimated here, long-range exchange moves the ratio most, from 2 towards 3 or more. It breaks the assumption that one local function t(b) describes both phonons. A strong dielectric around the sheet reduces α and, within this estimate, brings the ratio back towards 2, but slowly: with a dielectric constant of, for example, 5.5 in place of the 1 in ε, the ratio is still about 2.8. An ideal metal plane at distance D multiplies the bare interaction by 1 − exp(−2kD), so the 1 in ε becomes the inverse of this factor. Even at D = 3.3 Å this lowers the ratio only from 3.4 to about 3.3, because the sheet's own electrons already supply most of the screening. The value 2 is thus the result for hopping that depends only on the distance between its two atoms, and should not be used as a measured property of a graphene device.

Computed values

```
C-C length used: 1.42 angstrom
C2H4 hopping t, LDA/6-31G*: 2.550 eV
C2H4 t at length -0.02 angstrom: 2.6366 eV
C2H4 t at length +0.02 angstrom: 2.4656 eV
slope dt/db, 6-31G*: -4.274 eV/angstrom
slope dt/db, cc-pVDZ: -4.233 eV/angstrom
Gamma |M_AB|: 9.067 eV/angstrom
K |M_AB|: 12.822 eV/angstrom
<D^2> Gamma, formula: 41.102 eV^2/angstrom^2
<D^2> Gamma, displaced, mode 1: 41.102 eV^2/angstrom^2
<D^2> Gamma, displaced, mode 2: 41.102 eV^2/angstrom^2
<D^2> K, formula: 82.203 eV^2/angstrom^2
<D^2> K, displaced: 82.203 eV^2/angstrom^2
ratio K/Gamma, displaced: 2.000000 (no unit)
<D^2> Gamma: 0.01554 hartree^2/bohr^2
<D^2> K: 0.03109 hartree^2/bohr^2
largest <D^2> of other K modes: 1.8e-22 eV^2/angstrom^2
Gamma bond stretches, motion along x: 0.000 -1.225 1.225 (per unit amplitude)
K bond stretch moduli: 1.000 1.000 1.000 (per unit amplitude)
summed squared stretch Gamma, K: 3.000, 3.000 (no unit)
Gamma winding weights: 1.500, 1.500 (no unit)
circle average Gamma: 41.102 eV^2/angstrom^2
circle average K: 82.203 eV^2/angstrom^2
long-range hopping <D^2> Gamma: 33.289 eV^2/angstrom^2
long-range hopping <D^2> K: 66.579 eV^2/angstrom^2
long-range hopping ratio: 2.000000 (no unit)
rough phonon energies Gamma, K: 0.20, 0.16 eV
hbar/(2 M omega) Gamma: 8.709e-04 angstrom^2
hbar/(2 M omega) K: 1.089e-03 angstrom^2
g^2 Gamma: 0.0358 eV^2
g^2 K: 0.0895 eV^2
g^2 ratio K/Gamma: 2.500 (no unit)
hbar times Dirac velocity: 5.431 eV angstrom
carrier energy for the estimates: 0.20 eV
ratio at that carrier energy: 1.9986 (no unit)
zero-point bond variance, estimate: 1.74e-03 angstrom^2
slope change by zero-point motion: 0.25 percent
exchange coefficient Gamma: 0.2500 alpha
exchange coefficient K: 0.5000 alpha
bare alpha: 2.65 (no unit)
static screening factor: 5.16 (no unit)
screened alpha: 0.513 (no unit)
cutoff energy: 5.95 eV
logarithm of cutoff over carrier energy: 3.39 (no unit)
ratio with screened exchange, rough: 3.4 (no unit)
```
